Allen-Dynes critical temperatures of lead and aluminium, and their sensitivity to μ*

**Data for the whole question**

The Allen-Dynes formula estimates the critical temperature T_c of a phonon-mediated superconductor:

T_c = f1 f2 (ω_log/1.2) exp[−1.04(1+λ)/D],  D = λ − μ*(1+0.62λ)

f1 = [1 + (λ/Λ1)^(3/2)]^(1/3),  Λ1 = 2.46(1+3.8μ*)

f2 = 1 + (r−1)λ²/(λ²+Λ2²),  Λ2 = 1.82(1+6.3μ*)r,  r = ω_2/ω_log

Phonon frequencies and temperatures are in kelvin, so ω stands for ħω/k_B. The coupling λ measures the phonon-mediated attraction, and the Coulomb pseudopotential μ* measures the repulsion that remains at phonon frequencies. The formula is a fit to solutions of the isotropic Eliashberg equations, and it is used for D > 0.

The coupling follows from the spectral function α²F(ω) as λ = 2∫(α²F/ω)dω. Averages over phonons use the normalized weight 2α²F/(λω). With this weight, ln ω_log is the mean of ln ω, and ω_2² is the mean of ω².

As model inputs take λ = 1.55 and ω_log = 56 K for lead, and λ = 0.4 and ω_log = 300 K for aluminium. These are rough stand-ins for the two metals, fixed for the arithmetic; the third figure of 1.55 does not express a measured precision. Take μ* = 0.10 for both unless told otherwise.

**(a) The data do not include ω_2, which f2 requires. Assume α²F = λ(ω/ω_top)² up to a highest frequency ω_top, and zero above it. Find r, and show that r ≥ 1 for any spectrum.**

*Answer.* The weight is 2α²F/(λω) = 2ω/ω_top². With x = ω/ω_top it becomes 2x dx on 0 < x < 1, which integrates to 1, as it should. Integration by parts gives

ln(ω_log/ω_top) = ∫₀¹ 2x ln x dx = [x² ln x]₀¹ − ∫₀¹ x dx = −1/2.

The mean square is

ω_2²/ω_top² = ∫₀¹ 2x³ dx = 1/2.

Hence ω_log = ω_top e^(−1/2), ω_2 = ω_top/√2, and

r = e^(1/2)/√2 = √(e/2) = 1.166.

For lead this means ω_2 = 65.3 K and ω_top = 92.3 K.

For a general spectrum, the logarithm is concave, so the mean of ln ω² cannot exceed the logarithm of the mean of ω². This reads 2 ln ω_log ≤ 2 ln ω_2, so r ≥ 1. It follows that f2 ≥ 1.

**(b) Evaluate T_c for lead with f1 = f2 = 1.**

*Answer.* The denominator is

D = 1.55 − 0.10 × (1 + 0.62 × 1.55) = 1.3539.

The exponent is −1.04 × 2.55/1.3539 = −1.9588, and the prefactor is 56/1.2 = 46.667 K. Therefore

T_c = 46.667 K × exp(−1.9588) = 6.58 K.

**(c) Include f1 and f2. Which matters more, and how much depends on the assumed r?**

*Answer.* For the first factor,

Λ1 = 2.46 × 1.38 = 3.3948,  f1 = [1 + (1.55/3.3948)^(3/2)]^(1/3) = 1.0938.

For the second,

Λ2 = 1.82 × 1.63 × 1.1658 = 3.4585,

f2 = 1 + 0.1658 × 1.55²/(1.55² + 3.4585²) = 1.0277.

The product is 1.124, so

T_c = 1.124 × 6.58 K = 7.40 K,

or k_B T_c = 23.4 microhartree. The factors raise the estimate by 12 percent relative to part (b). With f1 alone the result is 7.20 K, and with f2 alone it is 6.76 K, so f1 supplies most of the increase.

The assumed spectrum enters through r. At r = 1 the full result is 7.20 K, and at r = 1.3 it is 7.50 K. The missing frequency is therefore a minor uncertainty over this range.

**(d) Let λ → ∞ with the shape of the spectrum fixed. Show that the formula without f1 and f2 saturates, and compare the full formula with Eliashberg theory at μ* = 0. The linearized Eliashberg equations, with ω_n = (2n+1)πT and n running over all integers, are**

Z_n ω_n = ω_n + πT Σ_m λ(n−m) sgn(ω_m)

Z_n Δ_n = πT Σ_m [λ(n−m) − μ_N] Δ_m/|ω_m|

λ(l) = 2∫ ω α²F/(ω² + (2πTl)²) dω

**Here Δ_n is the gap function, Z_n the renormalization by phonons, and μ_N the repulsion belonging to the frequency cutoff of the second sum.**

*Answer.* Without the factors, divide the numerator and denominator of the exponent by λ:

(1+λ)/D = (1/λ + 1)/(1 − 0.62μ* − μ*/λ) → 1/(1 − 0.62μ*).

The temperature then tends to (ω_log/1.2) exp[−1.04/(1−0.62μ*)]. With ω_log = 56 K and μ* = 0.10 this ceiling is 15.4 K.

With the factors, the 1 inside f1 becomes negligible, so f1 → (λ/Λ1)^(1/2), while f2 → 1 + (r−1) = r. Since r ω_log = ω_2, at μ* = 0 the full formula tends to

T_c → ω_2 √λ × e^(−1.04)/(1.2 √2.46) = 0.1878 ω_2 √λ.

For the Eliashberg equations, look for an even gap, Δ_(−m−1) = Δ_m, and define x_m = Δ_m/|ω_m|. For n ≥ 0, the first equation contains a sum in which the terms with |n−m| > n cancel in pairs, because λ(l) is even and the signs are opposite. What remains is

Z_n ω_n/(πT) = 2n + 1 + λ(0) + 2Σ_{l=1}^n λ(l).

In the second equation, Z_nΔ_n = Z_n ω_n x_n. Folding negative m onto m ≥ 0 and dividing by πT gives Σ_m K_nm x_m = 0, with

K_nm = λ(n−m) + λ(n+m+1) − 2μ_N − δ_nm[2n + 1 + λ(0) + 2Σ_{l=1}^n λ(l)].

On cooling, a solution first appears when the largest eigenvalue of K reaches zero. On the diagonal, λ(0) from the first term cancels λ(0) in the bracket. Phonons of zero Matsubara frequency, which act like static disorder, thus drop out of the condition for T_c.

When 2πT is far above ω_top, the remaining couplings simplify for l ≥ 1:

λ(l) ≈ 2∫ ω α²F dω/(2πTl)² = λω_2²/(2πTl)².

The last step uses the definition of ω_2². With μ_N = 0, the matrix depends on λ and T through the single combination λω_2²/(2πT)². The eigenvalue vanishes at a fixed value of this combination, so T_c is proportional to ω_2√λ. This growth also justifies the assumption of high temperature as λ → ∞. Numerical diagonalization gives the coefficient 0.1827.

At μ* = 0 the full formula therefore has the correct power of λ, with a coefficient about 3 percent above the Eliashberg value. The bare formula lacks this growth.

**(e) Ignoring f1 and f2, find how T_c responds to a change in μ*, both for a small change and for a finite one.**

*Answer.* The prefactor does not contain μ*, so only the exponent contributes. Since dD/dμ* = −(1+0.62λ),

d ln T_c/dμ* = [1.04(1+λ)/D²] dD/dμ* = −1.04(1+λ)(1+0.62λ)/D².

For a change from μ_a to μ_b, subtract the two exponents:

ln(T_b/T_a) = −1.04(1+λ)(1/D_b − 1/D_a) = −1.04(1+λ)(D_a − D_b)/(D_a D_b).

Because D_a − D_b = (1+0.62λ)(μ_b − μ_a),

ln(T_b/T_a) = −1.04(1+λ)(1+0.62λ)(μ_b − μ_a)/(D_a D_b).

The sign is negative for μ_b > μ_a: more repulsion lowers T_c. The response is large when attraction and repulsion nearly cancel, because D enters squared. As D → 0 from above, the predicted T_c goes to zero and its logarithmic slope diverges. For D < 0 the exponent turns positive and the formula has no physical meaning.

**(f) For aluminium, evaluate T_c at μ* = 0.08, 0.10 and 0.12. Explain the contrast with lead.**

*Answer.* The prefactor is 300/1.2 = 250 K, and 1 + 0.62 × 0.4 = 1.248. Without f1 and f2:

μ* = 0.08: D = 0.4 − 0.08 × 1.248 = 0.30016, exponent −4.8507, T_c = 1.96 K

μ* = 0.10: D = 0.4 − 0.10 × 1.248 = 0.27520, exponent −5.2907, T_c = 1.26 K

μ* = 0.12: D = 0.4 − 0.12 × 1.248 = 0.25024, exponent −5.8184, T_c = 0.74 K

Relative to the middle value, lowering μ* by 0.02 raises T_c by 55 percent, and raising it by 0.02 lowers T_c by 41 percent.

At μ* = 0.10 the factors, with r from part (a), are f1 = 1.013 and f2 = 1.002. They give T_c = 1.28 K, or 4.05 microhartree. With the factors included the changes are 55.5 and 41.1 percent, against 55.3 and 41.0 percent without them.

The slope from part (e) at μ* = 0.10 is −23.99 for aluminium and −2.84 for lead. The numerator (1+λ)(1+0.62λ) is smaller for aluminium, which by itself would weaken the response. The much smaller D² more than compensates.

For a step of +0.02 the aluminium slope predicts a change of −0.48 in ln T_c. The exponents above give −0.53 for the upward step and +0.44 for the downward one, so the linear estimate is only a guide. A change in ln T_c of this size must be exponentiated before it is read as a percentage.

For lead, the full formula gives 6.91 K at μ* = 0.12, a fall of 6.6 percent from 7.40 K. A shift of 0.02 in μ* thus changes T_c by tens of percent for aluminium, where λ and hence D are small, but by less than ten percent for lead.

**(g) Compare these results with direct solutions of the Eliashberg equations for the spectrum of part (a). What does the comparison establish?**

*Answer.* A convention for μ* is needed first. Here μ* belongs to the frequency ω_top, while the matrix K is cut off at the higher frequency ω_N = 2πTN, where N is the number of non-negative Matsubara frequencies kept. Consider a thin shell of frequencies dω at the cutoff ω and neglect phonon effects in it, so that there Z = 1 and the gap is the constant Δ_c = −πTμ Σ_m Δ_m/|ω_m|. Counting both signs of frequency, the shell holds dω/(πT) terms, so it adds Δ_c dω/(πTω) to the sum and −μΔ_c dω/ω to the right-hand side. Moving that term to the left gives Δ_c = −πT[μ/(1 + μ dω/ω)] Σ′_m Δ_m/|ω_m|, where Σ′ omits the shell. Removing the shell therefore reduces the repulsion μ by μ² dω/ω. Hence dμ/d ln ω = μ², and integration from ω_top to ω_N gives

1/μ_N = 1/μ* − ln(ω_N/ω_top).

The shell argument holds only well above ω_top. Near ω_top itself Z is about 1.25 for aluminium and 1.9 for lead, so this relation defines μ* by extrapolation and is used only with ω_N ≫ ω_top. Cutting K at ω_top with μ_N = μ* is not equivalent: for aluminium at μ* = 0.10 it gives about 1.5 K instead of 1.21 K.

For lead at μ* = 0.10, the Eliashberg result is 7.56 K. Relative to it, the full formula is 2 percent low and the bare formula 13 percent low, so the factors improve the estimate. Raising μ* to 0.12 lowers the Eliashberg T_c by 7.0 percent.

For aluminium at μ* = 0.10, the Eliashberg result is 1.21 K, and the full formula is about 5 to 6 percent high relative to it, with the cutoff convergence of the Eliashberg value tested to 3 percent. In this convention the bare value, 1.26 K, happens to lie closer. The Eliashberg T_c rises by 55 percent when μ* falls to 0.08, and falls by about 40 percent when μ* rises to 0.12. The strong sensitivity therefore belongs to the underlying theory and is not produced by the fit.

The comparison tests the formula for one assumed spectral shape and one convention for μ*. Referring μ* = 0.10 to ω_2 instead of ω_top is equivalent to μ* = 1/(10 − ln√2) = 0.1036 at ω_top. By the sensitivities above, this would lower the Eliashberg T_c by about 8 percent for aluminium and about 1 percent for lead, so the size of the aluminium error depends on the convention. So does its sign: μ* = 0.10 referred to 10 ω_top is equivalent to μ* = 1/(10 + ln 10) = 0.0813 at ω_top, the Eliashberg values become 1.83 K for aluminium and 8.07 K for lead, and the full formula evaluated at μ* = 0.10 is then 30 and 8 percent low. The comparison does not test the input values of λ, ω_log and μ* for the real metals. For aluminium, an uncertainty of 0.02 in μ* outweighs the error of the formula found here, and it can hide an error in λ. At fixed ω_log the bare formula keeps the exponent −5.2907, and hence T_c = 1.26 K, with λ = 0.367 at μ* = 0.08 and with λ = 0.434 at μ* = 0.12. A match to a measured T_c obtained by adjusting μ* within this range would therefore confirm the calculated λ only to about ±0.034, or 8 percent. The numerical check contains the convergence tests and the remaining assertions.

Computed results

```
Pb lambda = 1.55
Pb omega_log = 56.0 K
mu* (both metals) = 0.10
omega_2/omega_log = 1.1658
Pb omega_2 = 65.29 K
Pb omega_top = 92.33 K
Pb denominator D = 1.3539
Pb exponent = -1.9588
Pb prefactor omega_log/1.2 = 46.667 K
Pb Tc without f1, f2 = 6.581 K
Pb Lambda1 = 3.3948
Pb f1 = 1.0938
Pb Lambda2 = 3.4585
Pb f2 = 1.0277
Pb f1*f2 = 1.1241
Pb Tc with f1 only = 7.199 K
Pb Tc with f2 only = 6.764 K
Pb Tc with f1 and f2 = 7.398 K
Pb k_B Tc, full = 23.43 microhartree
Pb f2 at omega_2/omega_log 1.0 = 1.0000
Pb full Tc at omega_2/omega_log 1.0 = 7.199 K
Pb f2 at omega_2/omega_log 1.3 = 1.0417
Pb full Tc at omega_2/omega_log 1.3 = 7.499 K
Pb Tc, Eliashberg = 7.56 K
Pb full Tc at mu* 0.12 = 6.914 K
Pb change, mu* 0.10 to 0.12 = -6.6 %
Pb same change, Eliashberg = -7.0 %
Pb bare Tc ceiling, lambda to infinity = 15.40 K
Tc/(omega_2 sqrt(lambda)), Eliashberg limit = 0.1827
Tc/(omega_2 sqrt(lambda)), formula limit = 0.1878
Al lambda = 0.4
Al omega_log = 300 K
Al prefactor omega_log/1.2 = 250.0 K
Al f1 at mu* 0.10 = 1.0133
Al f2 at mu* 0.10 = 1.0022
Al mu* 0.08: D = 0.30016, exponent = -4.8507
  Tc bare 1.956 K, full 1.989 K, Eliashberg 1.88 K
Al mu* 0.10: D = 0.27520, exponent = -5.2907
  Tc bare 1.260 K, full 1.279 K, Eliashberg 1.21 K
Al mu* 0.12: D = 0.25024, exponent = -5.8184
  Tc bare 0.743 K, full 0.754 K, Eliashberg 0.74 K
Al k_B Tc, full, mu* 0.10 = 4.05 microhartree
Al change, mu* 0.10 to 0.08: bare 55.3 %, full 55.5 %, Eliashberg 54.8 %
Al change, mu* 0.10 to 0.12: bare -41.0 %, full -41.1 %, Eliashberg -39.3 %
Al d ln Tc/d mu*, bare = -23.99
Pb d ln Tc/d mu*, bare = -2.84
Al linear estimate for +0.02 = -48.0 %
Pb linear estimate for +0.02 = -5.7 %
```
